# Why a foil with field on one face has a best thickness: test program

```python
"""
Result under test: a foil with fixed current K per width and magnetic field on
one face only has sheet resistance
    R = (rho/delta) (sinh u + sin u)/(cosh u - cos u),  u = 2 h/delta,
least at thickness h = pi delta/2, where R = (rho/delta) tanh(pi/2).
rho: resistivity, delta: skin depth, h: thickness, time factor exp(i omega t).
The field equation is solved by finite differences and the loss is integrated
from its definition. A 2D filament model sizes the effect of finite width.
"""
import numpy as np
import mpmath as mp
from scipy.constants import mu_0, epsilon_0
from scipy.integrate import dblquad, quad
from scipy.linalg import solve, solve_banded
from scipy.optimize import minimize_scalar


def closed_form(thickness):
    """R in units of rho/delta; thickness in units of delta."""
    u = 2 * thickness
    return (np.sinh(u) + np.sin(u)) / (np.cosh(u) - np.cos(u))


def field_solution(thickness, h_front=1.0, h_back=0.0, cells=2000):
    """Finite-difference H'' = 2i H (lengths in delta, rho = 1).
    Returns loss/|K|^2 and the complex current density next to the back."""
    dx = thickness / cells
    bands = np.ones((3, cells - 1), dtype=complex)
    bands[1] = -2 - 2j * dx**2
    rhs = np.zeros(cells - 1, dtype=complex)
    rhs[0] -= h_front
    rhs[-1] -= h_back
    inner = solve_banded((1, 1), bands, rhs)
    field = np.concatenate(([h_front], inner, [h_back]))
    current = -np.diff(field) / dx
    total = h_front - h_back
    return np.sum(np.abs(current)**2) * dx / abs(total)**2, current[-1] / total


# --- closed form against the field solution
for t in (0.2, 0.7, 1.5, 2.5, 4.0, 7.0):
    assert abs(field_solution(t)[0] / closed_form(t) - 1) < 1e-4

# --- position and depth of the minimum, from the field solution
best = minimize_scalar(lambda t: field_solution(t)[0], bounds=(0.8, 2.6),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x - np.pi / 2) < 5e-4
assert abs(best.fun - np.tanh(np.pi / 2)) < 1e-5
scan = np.linspace(0.1, 9.0, 180)
scan_loss = np.array([field_solution(t)[0] for t in scan])
assert scan_loss.min() > best.fun - 1e-6
top = minimize_scalar(lambda t: -field_solution(t)[0], bounds=(2.4, 4.0),
                      method="bounded", options={"xatol": 1e-7})
assert abs(top.x - np.pi) < 5e-3
assert abs(-top.fun - 1 / np.tanh(np.pi)) < 1e-4

# --- slope law: dR/dh = -rho Re(J_back^2)/K^2, and its explicit form
for t in (0.8, 1.3, 2.2):
    step = 1e-3
    slope = (field_solution(t + step)[0] - field_solution(t - step)[0]) / (2 * step)
    j_back = field_solution(t)[1]
    assert abs(slope + (j_back**2).real) < 1e-4
    r_mp = lambda s: mp.re((1 + 1j) * mp.coth((1 + 1j) * s))
    u = 2 * t
    explicit = -4 * np.sinh(u) * np.sin(u) / (np.cosh(u) - np.cos(u))**2
    assert abs(float(mp.diff(r_mp, t)) - explicit) < 1e-8
phase_back = np.degrees(np.angle(field_solution(np.pi / 2)[1]))
assert abs(phase_back + 45) < 0.01

# --- equal and opposite fields on both faces: optimum moves to pi delta
both = minimize_scalar(lambda t: field_solution(t, 0.5, -0.5)[0],
                       bounds=(2.0, 4.5), method="bounded",
                       options={"xatol": 1e-7})
assert abs(both.x - np.pi) < 1e-3

# --- worked example: rough values for a thick top-level copper line
rho = 2.0e-8            # ohm m
freq = 10e9             # Hz
gap = 1.0e-6            # m, dielectric between line and return
width = 20e-6           # m
i_peak = 10e-3          # A
omega = 2 * np.pi * freq
delta = np.sqrt(2 * rho / (omega * mu_0))
h_best = np.pi * delta / 2
r_thick = rho / delta
r_best = r_thick * field_solution(np.pi / 2)[0]
r_per_mm = r_best / width * 1e-3
loss_per_mm = 0.5 * i_peak**2 * r_per_mm

# --- finite width: square filaments, line plus identical return line
log_self = dblquad(lambda y, x: 2 * (1 - x) * (1 - y) * np.log(x * x + y * y),
                   0, 1, 0, 1)[0]   # mean log distance inside a unit square


def strip_resistance(half_columns, layers, cell):
    """Resistance per metre of one of two facing strips, opposite currents."""
    x = (np.arange(half_columns) + 0.5) * cell
    y = gap / 2 + (np.arange(layers) + 0.5) * cell
    xx, yy = [g.ravel() for g in np.meshgrid(x, y)]
    dx2 = (xx[:, None] - xx)**2
    sx2 = (xx[:, None] + xx)**2
    dy2 = (yy[:, None] - yy)**2
    sy2 = (yy[:, None] + yy)**2
    own = dx2 + dy2
    np.fill_diagonal(own, (cell * np.exp(log_self))**2)
    logs = 0.5 * (np.log(own) + np.log(sx2 + dy2)
                  - np.log(dx2 + sy2) - np.log(sx2 + sy2))
    impedance = -1j * omega * mu_0 / (2 * np.pi) * logs
    impedance[np.diag_indices(len(xx))] += rho / cell**2
    currents = solve(impedance, np.ones(len(xx), dtype=complex))
    return (1 / (2 * currents.sum())).real


cell = h_best / 8
half_cols = int(round(width / 2 / cell))
width_2d = 2 * half_cols * cell
layer_list = (4, 6, 8, 10, 12, 16, 24)
r_2d = {n: strip_resistance(half_cols, n, cell) for n in layer_list}
r_fine = strip_resistance(half_cols * 3 // 2, 12, cell / 1.5)
mesh_change = r_fine / r_2d[8] - 1
assert abs(mesh_change) < 0.02
# Extra width must add the one-dimensional sheet conductance; a slow
# logarithmic growth of the fringe current leaves a few percent.
r_wide = strip_resistance(2 * half_cols, 8, cell)
added = (1 / r_wide - 1 / r_2d[8]) * r_best / width_2d
assert abs(added - 1) < 0.07

# --- temperature of use
temp_coeff, t_room, t_hot = 0.0035, 25.0, 105.0
rho_hot = rho * (1 + temp_coeff * (t_hot - t_room))
delta_hot = np.sqrt(2 * rho_hot / (omega * mu_0))
r_hot = rho_hot / delta_hot * field_solution(h_best / delta_hot)[0]
r_hot_best = rho_hot / delta_hot * best.fun

# --- surface scattering (fully diffuse faces), inertia, displacement current
free_path, fermi_speed = 40e-9, 1.6e6
kappa = h_best / free_path
fuchs = 1 - 1.5 / kappa * quad(
    lambda t: (t**-3 - t**-5) * (1 - np.exp(-kappa * t)), 1, np.inf)[0]
assert abs((1 / fuchs - 1) / (3 / (8 * kappa)) - 1) < 0.05

print("GENERAL RESULT (field solution)")
print(f"best thickness / delta           {best.x:.4f}")
print(f"least R / thick-foil R           {best.fun:.4f}")
print(f"saving against thick foil        {100*(1-best.fun):.2f} %")
print(f"first maximum: h/delta, R ratio  {top.x:.3f}, {-top.fun:.4f}")
print(f"back current phase at optimum    {phase_back:.2f} deg")
print(f"two-face optimum / delta         {both.x:.4f}")
print("EXAMPLE")
print(f"resistivity                      {rho*1e8:.2f} uOhm cm")
print(f"frequency                        {freq/1e9:.1f} GHz")
print(f"width, gap                       {width*1e6:.1f}, {gap*1e6:.1f} um")
print(f"skin depth                       {delta*1e6:.3f} um")
print(f"best thickness                   {h_best*1e6:.3f} um")
print(f"thick-foil sheet resistance      {r_thick*1e3:.2f} mOhm/sq")
print(f"least sheet resistance           {r_best*1e3:.2f} mOhm/sq")
print(f"dc sheet resistance, same h      {rho/h_best*1e3:.2f} mOhm/sq")
print(f"ac/dc ratio at best thickness    {r_best*h_best/rho:.3f}")
print(f"line resistance (no edges)       {r_per_mm:.3f} Ohm/mm")
print(f"peak current                     {i_peak*1e3:.1f} mA")
print(f"mean loss in the line            {loss_per_mm*1e6:.1f} uW/mm")
for f_other in (5e9, 20e9):
    t_other = h_best / (delta * np.sqrt(freq / f_other))
    print(f"same foil at {f_other/1e9:4.1f} GHz: R/thick R  "
          f"{field_solution(t_other)[0]:.4f}")
print("FINITE WIDTH (2D filaments)")
print(f"strip width in 2D model          {width_2d*1e6:.2f} um")
print("h (um) | R/(rho/delta) no edges | R*width/(rho/delta) 2D")
for n in layer_list:
    h_n = n * cell
    print(f"{h_n*1e6:6.3f} | {field_solution(h_n/delta)[0]:.4f} | "
          f"{r_2d[n]*width_2d/r_thick:.4f}")
print(f"change on refining the mesh      {100*mesh_change:.2f} %")
print(f"added width: conductance 2D/1D   {added:.4f}")
print("OTHER NEGLECTED EFFECTS")
print(f"resistivity at {t_hot:.0f} C             {rho_hot*1e8:.2f} uOhm cm")
print(f"best thickness at {t_hot:.0f} C          {np.pi*delta_hot/2*1e6:.3f} um")
print(f"sheet resistance hot, same foil  {r_hot*1e3:.2f} mOhm/sq")
print(f"excess over hot optimum          {100*(r_hot/r_hot_best-1):.2f} %")
print(f"mean free path (rough)           {free_path*1e9:.0f} nm")
print(f"mean free path / skin depth      {free_path/delta:.3f}")
print(f"dc resistivity rise, diffuse     {100*(1/fuchs-1):.2f} %")
print(f"omega tau                        {omega*free_path/fermi_speed:.1e}")
print(f"displacement/conduction current  {omega*epsilon_0*rho:.1e}")
print("all tests passed")
```

Running it gives:

```
GENERAL RESULT (field solution)
best thickness / delta           1.5708
least R / thick-foil R           0.9172
saving against thick foil        8.28 %
first maximum: h/delta, R ratio  3.142, 1.0037
back current phase at optimum    -45.00 deg
two-face optimum / delta         3.1416
EXAMPLE
resistivity                      2.00 uOhm cm
frequency                        10.0 GHz
width, gap                       20.0, 1.0 um
skin depth                       0.712 um
best thickness                   1.118 um
thick-foil sheet resistance      28.10 mOhm/sq
least sheet resistance           25.77 mOhm/sq
dc sheet resistance, same h      17.89 mOhm/sq
ac/dc ratio at best thickness    1.441
line resistance (no edges)       1.289 Ohm/mm
peak current                     10.0 mA
mean loss in the line            64.4 uW/mm
same foil at  5.0 GHz: R/thick R  1.0155
same foil at 20.0 GHz: R/thick R  0.9710
FINITE WIDTH (2D filaments)
strip width in 2D model          20.12 um
h (um) | R/(rho/delta) no edges | R*width/(rho/delta) 2D
 0.559 | 1.3157 | 1.3153
 0.839 | 0.9843 | 0.9567
 1.118 | 0.9172 | 0.8384
 1.398 | 0.9450 | 0.8112
 1.677 | 0.9819 | 0.8102
 2.236 | 1.0037 | 0.8079
 3.354 | 0.9998 | 0.7955
change on refining the mesh      0.23 %
added width: conductance 2D/1D   1.0266
OTHER NEGLECTED EFFECTS
resistivity at 105 C             2.56 uOhm cm
best thickness at 105 C          1.265 um
sheet resistance hot, same foil  29.53 mOhm/sq
excess over hot optimum          1.28 %
mean free path (rough)           40 nm
mean free path / skin depth      0.056
dc resistivity rise, diffuse     1.36 %
omega tau                        1.6e-03
displacement/conduction current  1.1e-08
all tests passed
```
